# Truncated Coulomb kernels in plane-wave pseudopotential energies and their G = 0 terms: a program that tests the result

```python
"""Truncated Coulomb kernels in a plane-wave pseudopotential energy.

Result under test: if the Hartree energy, the long-range part of the local
pseudopotential and the ion-ion energy all use one truncated kernel v_c(G),
with v_c(0) = 2 pi R^2 (sphere) or -2 pi R^2 (slab), the electrostatic energy
is that of the isolated molecule or slab. Mixed kernels give large errors.

Hartree atomic units. Ion I: charge Z, local potential
    V(r) = -Z erf(r/a)/r + A exp(-r^2/a^2).
Electron cloud: q electrons with density proportional to exp(-r^2/b^2).
Ions and clouds sit on the z axis. R is the cutoff, always half the cell length.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, erfc

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
z_pos = np.array([-1.0, 1.0])
Z_ion = np.array([2.0, 4.0])
a_ion = np.array([0.6, 0.7])
A_short = np.array([1.0, 2.0])
q_el = np.array([1.0, 5.0])
b_el = np.array([1.0, 0.9])
N_el, Q_ion = q_el.sum(), Z_ion.sum()
dipole = np.sum((Z_ion - q_el) * z_pos)
s_zero = A_short * PI**1.5 * a_ion**3      # integral of the short-range part
G_MAX = 13.0
side = 6.0                               # in-plane lattice constant of the slab
area = side**2


def kernel(mode, gx, gy, gz, R):
    """Fourier transform of the periodic, sphere- or slab-truncated kernel."""
    gp = np.sqrt(gx**2 + gy**2) + 0.0 * gz
    gz = gz + 0.0 * gp
    g2 = gp**2 + gz**2
    g2_safe = np.where(g2 > 0, g2, 1.0)
    if mode == "periodic":
        return np.where(g2 > 0, 4 * PI / g2_safe, 0.0)
    if mode == "sphere":
        value = 4 * PI * (1 - np.cos(np.sqrt(g2) * R)) / g2_safe
        return np.where(g2 > 0, value, 2 * PI * R**2)
    gp_safe = np.where(gp > 0, gp, 1.0)
    sin_z, cos_z = np.sin(gz * R), np.cos(gz * R)
    general = 1 + np.exp(-gp * R) * (gz / gp_safe * sin_z - cos_z)
    planar = 1 - cos_z - gz * R * sin_z
    value = 4 * PI / g2_safe * np.where(gp > 0, general, planar)
    return np.where(g2 > 0, value, -2 * PI * R**2)


def fourier_data(mode, cell):
    """G vectors, kernel, electron density, ionic Gaussians, short-range part."""
    axes = []
    for length in cell:
        n_max = int(G_MAX * length / (2 * PI))
        axes.append(2 * PI / length * np.arange(-n_max, n_max + 1))
    gx, gy, gz = np.meshgrid(*axes, indexing="ij", sparse=True)
    g2 = gx**2 + gy**2 + gz**2
    n_g = np.zeros(g2.shape, complex)
    ion_g = np.zeros(g2.shape, complex)
    short_g = np.zeros(g2.shape, complex)
    for i in range(2):
        phase = np.exp(-1j * gz * z_pos[i])
        n_g += q_el[i] * np.exp(-g2 * b_el[i]**2 / 4) * phase
        ion_shape = np.exp(-g2 * a_ion[i]**2 / 4) * phase
        ion_g += Z_ion[i] * ion_shape
        short_g += s_zero[i] * ion_shape
    v_g = kernel(mode, gx, gy, gz, cell[2] / 2)
    return (gx, gy, gz), v_g, n_g, ion_g, short_g


def energies(mode, cell):
    """Hartree, local-pseudopotential and ion-ion energy per cell."""
    volume = np.prod(cell)
    _, v_g, n_g, ion_g, short_g = fourier_data(mode, cell)
    hartree = np.sum(v_g * np.abs(n_g)**2) / (2 * volume)
    local = np.sum((np.conj(n_g) * (short_g - v_g * ion_g)).real) / volume
    ion = np.sum(v_g * np.abs(ion_g)**2) / (2 * volume)
    ion -= np.sum(Z_ion**2 / (np.sqrt(2 * PI) * a_ion))
    # In-plane neighbours; in the large cubes their erfc terms vanish.
    for nx in (-1, 0, 1):
        for ny in (-1, 0, 1):
            for i in range(2):
                for j in range(2):
                    r = np.sqrt((nx * cell[0])**2 + (ny * cell[1])**2
                                + (z_pos[i] - z_pos[j])**2)
                    if r > 0:
                        width = np.hypot(a_ion[i], a_ion[j])
                        ion += 0.5 * Z_ion[i] * Z_ion[j] * erfc(r / width) / r
    if mode == "periodic":               # finite G -> 0 parts of the usual scheme
        spread = PI * np.sum(Z_ion * a_ion**2) / volume
        local += N_el * spread
        ion -= Q_ion * spread
    return np.array([hartree, local, ion])


def potentials(mode, cell, point):
    """Long-range ionic potential energy, and the full electrostatic one."""
    (gx, gy, gz), v_g, n_g, ion_g, short_g = fourier_data(mode, cell)
    wave = np.exp(1j * (gx * point[0] + gy * point[1] + gz * point[2]))
    volume = np.prod(cell)
    ionic = -np.sum((v_g * ion_g * wave).real) / volume
    rest = np.sum(((v_g * n_g + short_g) * wave).real) / volume
    return ionic, ionic + rest


def cloud_integral(i, j, potential):
    """Integral of cloud i with a central potential placed at site j."""
    d, b = abs(z_pos[i] - z_pos[j]), b_el[i]

    def integrand(r):
        if d == 0:
            shape = np.exp(-r**2 / b**2)
        else:
            shape = (np.exp(-(r - d)**2 / b**2) - np.exp(-(r + d)**2 / b**2))
            shape /= 4 * r * d / b**2
        return 4 * PI * r**2 * shape * potential(r)
    value = quad(integrand, 1e-12, d + 10 * b, epsabs=1e-12, epsrel=1e-11,
                 limit=200)[0]
    return q_el[i] * value / (PI**1.5 * b**3)


def local_potential(j, r):
    return (-Z_ion[j] * erf(r / a_ion[j]) / r
            + A_short[j] * np.exp(-r**2 / a_ion[j]**2))


def isolated_molecule():
    hartree = local = 0.0
    for i in range(2):
        for j in range(2):
            hartree += 0.5 * cloud_integral(
                i, j, lambda r: q_el[j] * erf(r / b_el[j]) / r)
            local += cloud_integral(i, j, lambda r: local_potential(j, r))
    ion = Z_ion[0] * Z_ion[1] / abs(z_pos[0] - z_pos[1])
    return np.array([hartree, local, ion])


def slab_lattice_sum(m):
    """Real-space energy per cell from neutral cells in a square window."""
    t = side * np.arange(-m, m + 1)
    t2 = t[:, None]**2 + t[None, :]**2
    total = np.zeros(t2.shape)
    for i in range(2):
        for j in range(2):
            r = np.sqrt(t2 + (z_pos[i] - z_pos[j])**2)
            home = r == 0
            r_safe = np.where(home, 1.0, r)
            total += np.where(home, 0, 0.5 * Z_ion[i] * Z_ion[j] / r_safe)
            w = np.hypot(b_el[i], b_el[j])
            coul = np.where(home, 2 / (np.sqrt(PI) * w), erf(r / w) / r_safe)
            total += 0.5 * q_el[i] * q_el[j] * coul
            w = np.hypot(b_el[i], a_ion[j])
            coul = np.where(home, 2 / (np.sqrt(PI) * w), erf(r / w) / r_safe)
            overlap = (a_ion[j] / w)**3 * np.exp(-r**2 / w**2)
            total += q_el[i] * (A_short[j] * overlap - Z_ion[j] * coul)
    return total.sum()


def point_charge_constant():
    """xi: potential of a cubic point-charge lattice at a site is 1/r - xi/L."""
    w, n = 0.3, np.arange(-8, 9)
    n2 = (n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2)
    n2 = n2[n2 > 0].astype(float)
    g2 = (2 * PI)**2 * n2
    phi = np.sum(4 * PI / g2 * np.exp(-g2 * w**2 / 4)) - PI * w**2
    phi += np.sum(erfc(np.sqrt(n2) / w) / np.sqrt(n2)) - 2 / (np.sqrt(PI) * w)
    return -phi


def predicted_shift(c0, c2, dimension):
    """Periodic minus isolated terms for a kernel difference c0 + c2 x^2."""
    def moment(q1, w1, q2, w2):
        dist2 = (z_pos[:, None] - z_pos[None, :])**2
        spread = dimension / 2 * (w1[:, None]**2 + w2[None, :]**2)
        return np.sum(q1[:, None] * q2[None, :] * (dist2 + spread))
    zero = np.zeros(2)
    return np.array([
        0.5 * (N_el**2 * c0 + c2 * moment(q_el, b_el, q_el, b_el)),
        -(N_el * Q_ion * c0 + c2 * moment(q_el, b_el, Z_ion, zero)),
        0.5 * (Q_ion**2 * c0 + c2 * moment(Z_ion, zero, Z_ion, zero))])


# Kernels against direct quadrature, with a cutoff not tied to the G grid.
# Sphere: r^2 * (1/r) * sin(g r)/(g r) leaves sin(g r)/g under the integral.
R_test = 3.7
for g in (0.4, 1.3):
    direct = quad(lambda r: 4 * PI * np.sin(g * r) / g, 0, R_test)[0]
    assert abs(direct - kernel("sphere", 0.0, 0.0, g, R_test)) < 1e-9
direct = quad(lambda r: 4 * PI * r, 0, R_test)[0]
assert abs(direct - kernel("sphere", 0.0, 0.0, 0.0, R_test)) < 1e-9
for k in (0.0, 0.9, 2.1):
    direct = 2 * quad(lambda z: 2 * PI / 0.7 * np.exp(-0.7 * z) * np.cos(k * z),
                      0, R_test)[0]
    assert abs(direct - kernel("slab", 0.7, 0.0, k, R_test)) < 1e-9
    direct = 2 * quad(lambda z: -2 * PI * z * np.cos(k * z), 0, R_test)[0]
    assert abs(direct - kernel("slab", 0.0, 0.0, k, R_test)) < 1e-9

# Finite G -> 0 part of the local potential in the usual periodic scheme.
alpha = np.array([quad(lambda r: 4 * PI * r**2 * (local_potential(j, r)
                       + Z_ion[j] / r), 1e-12, 12 * a_ion[j],
                       epsabs=1e-11)[0] for j in range(2)])
assert np.allclose(alpha, s_zero + PI * Z_ion * a_ion**2, atol=1e-8)

# Molecule: every term separately equals its isolated value.
L = 20.0
cube = (L, L, L)
mol_ref = isolated_molecule()
mol_cut = energies("sphere", cube)
mol_per = energies("periodic", cube)
assert np.allclose(mol_cut, mol_ref, atol=1e-8, rtol=0)
small_error = energies("sphere", (8.0, 8.0, 8.0)) - mol_ref
assert abs(small_error[0]) > 1e-4        # cell too small for the charge

# Electron potential at a point; tolerance set by the finite G_MAX.
point = np.array([3.0, 0.0, 0.0])
ionic_cut, full_cut = potentials("sphere", cube, point)
dist = np.sqrt(point[0]**2 + z_pos**2)
full_ref = sum(local_potential(j, dist[j])
               + q_el[j] * erf(dist[j] / b_el[j]) / dist[j] for j in range(2))
assert abs(full_cut - full_ref) < 1e-5

# Periodic minus isolated energy in a cube: the remainder must fall as L^-5.
xi = point_charge_constant()
remainders = []
for length in (14.0, L):
    shift = energies("periodic", (length,) * 3) - mol_ref
    formula = predicted_shift(-xi / length, 2 * PI / (3 * length**3), 3)
    remainders.append(shift - formula)
powers = np.log(np.abs(remainders[0] / remainders[1])) / np.log(L / 14.0)
assert np.all(np.abs(powers - 5) < 0.1)
mol_shift = mol_per - mol_ref
mol_dipole_error = -2 * PI * dipole**2 / (3 * L**3)
# Five per cent leaves room for the next order in 1/L.
assert abs(mol_shift.sum() / mol_dipole_error - 1) < 0.05

# False parabola in the ionic potential if only that part stays periodic.
origin = np.zeros(3)
mol_bend = (potentials("periodic", cube, point)[0] - ionic_cut
            - potentials("periodic", cube, origin)[0]
            + potentials("sphere", cube, origin)[0])
mol_bend_formula = -2 * PI * Q_ion * point[0]**2 / (3 * L**3)
assert abs(mol_bend / mol_bend_formula - 1) < 0.05   # next order in 1/L

# Slab: total against a real-space sum, extrapolated in the window size.
slab = (side, side, L)
slab_cut = energies("slab", slab)
slab_per = energies("periodic", slab)
windows = np.array([20, 40, 80])
x = windows + 0.5
sums = np.array([slab_lattice_sum(m) for m in windows])
slab_ref = np.linalg.solve(np.column_stack([x**0, 1 / x, 1 / x**3]), sums)[0]
assert abs(slab_cut.sum() - slab_ref) < 1e-7

# Each slab term must not depend on the vacuum length.
L_long = 24.0
slab_long = (side, side, L_long)
slab_cut_long = energies("slab", slab_long)
assert np.allclose(slab_cut, slab_cut_long, atol=1e-8, rtol=0)

# Periodic minus truncated slab energy; images are damped exponentially.
slab_shift = slab_per - slab_cut
slab_shift_long = energies("periodic", slab_long) - slab_cut_long
for length, shift in ((L, slab_shift), (L_long, slab_shift_long)):
    formula = predicted_shift(PI * length / (3 * area),
                              2 * PI / (area * length), 1)
    assert np.allclose(shift, formula, atol=2e-6, rtol=0)
slab_dipole_error = -2 * PI * dipole**2 / (area * L)
assert abs(slab_shift.sum() - slab_dipole_error) < 1e-6

low, high = np.array([0.5, 0.0, 0.0]), np.array([0.5, 0.0, 5.0])
slab_bend = (potentials("periodic", slab, high)[0]
             - potentials("slab", slab, high)[0]
             - potentials("periodic", slab, low)[0]
             + potentials("slab", slab, low)[0])
slab_bend_formula = -2 * PI / (area * L) * np.sum(
    Z_ion * ((high[2] - z_pos)**2 - (low[2] - z_pos)**2))
assert abs(slab_bend - slab_bend_formula) < 1e-5


def show(label, values, unit, digits=6):
    text = "  ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


show("ion positions z", z_pos, "bohr", 1)
show("ion charges Z", Z_ion, "e", 1)
show("ion widths a", a_ion, "bohr", 1)
show("short-range heights A", A_short, "hartree", 1)
show("electrons per cloud q", q_el, "", 1)
show("cloud widths b", b_el, "bohr", 1)
show("dipole along z", dipole, "e bohr", 1)
show("cell length L, cutoff R", [L, L / 2], "bohr", 1)
show("slab in-plane side", side, "bohr", 1)
show("s_I(0)", s_zero, "hartree bohr^3")
show("periodic finite part alpha_I", alpha, "hartree bohr^3")
for name, mode, cell in (("molecule", "sphere", cube), ("slab", "slab", slab)):
    v0 = float(kernel(mode, 0.0, 0.0, 0.0, L / 2))
    vol = np.prod(cell)
    parts = np.array([N_el**2 / 2, -N_el * Q_ion, Q_ion**2 / 2]) * v0 / vol
    show(f"{name} v_c(0)", v0, "hartree bohr^3", 4)
    show(f"{name} G=0 Hartree, local long, ion-ion", parts, "hartree")
    show(f"{name} G=0 local short", N_el * s_zero.sum() / vol, "hartree")
print("Order below: Hartree, local, ion-ion")
show("molecule truncated", mol_cut, "hartree")
show("molecule real space", mol_ref, "hartree")
show("molecule all periodic", mol_per, "hartree")
show("molecule total truncated", mol_cut.sum(), "hartree")
show("molecule total truncated", mol_cut.sum() * HARTREE_EV, "eV", 4)
show("molecule potential at x=3 bohr, Fourier", full_cut, "hartree")
show("molecule potential at x=3 bohr, direct", full_ref, "hartree")
show("cubic constant xi", xi, "")
show("molecule error, only Hartree cut", mol_shift[1:].sum(), "hartree")
show("molecule error, only ion-ion periodic", mol_shift[2], "hartree")
show("molecule error, all periodic", mol_shift.sum(), "hartree")
show("molecule dipole formula", mol_dipole_error, "hartree")
show("remainder powers of 1/L", powers, "", 3)
show("molecule false bend, x=0 to 3 bohr", mol_bend, "hartree")
show("molecule false bend, formula", mol_bend_formula, "hartree")
show("molecule errors in 8 bohr cube", small_error, "hartree")
show("slab truncated", slab_cut, "hartree")
show("slab truncated, L=24 bohr", slab_cut_long, "hartree")
show("slab total truncated", slab_cut.sum(), "hartree")
show("slab total real space", slab_ref, "hartree")
show("slab total truncated", slab_cut.sum() * HARTREE_EV, "eV", 4)
show("slab error, only Hartree cut", slab_shift[1:].sum(), "hartree")
show("same, L=24 bohr", slab_shift_long[1:].sum(), "hartree")
show("slab error, only ion-ion periodic", slab_shift[2], "hartree")
show("slab error, all periodic", slab_shift.sum(), "hartree")
show("slab dipole formula", slab_dipole_error, "hartree")
show("slab false bend, z=0 to 5 bohr", slab_bend, "hartree")
show("slab false bend, formula", slab_bend_formula, "hartree")
print("finished without a failed check")
```

Running it gives:

```
ion positions z: -1.0  1.0 bohr
ion charges Z: 2.0  4.0 e
ion widths a: 0.6  0.7 bohr
short-range heights A: 1.0  2.0 hartree
electrons per cloud q: 1.0  5.0 
cloud widths b: 1.0  0.9 bohr
dipole along z: -2.0 e bohr
cell length L, cutoff R: 20.0  10.0 bohr
slab in-plane side: 6.0 bohr
s_I(0): 1.202759  3.819873 hartree bohr^3
periodic finite part alpha_I: 3.464706  9.977395 hartree bohr^3
molecule v_c(0): 628.3185 hartree bohr^3
molecule G=0 Hartree, local long, ion-ion: 1.413717  -2.827433  1.413717 hartree
molecule G=0 local short: 0.003767 hartree
slab v_c(0): -628.3185 hartree bohr^3
slab G=0 Hartree, local long, ion-ion: -15.707963  31.415927  -15.707963 hartree
slab G=0 local short: 0.041855 hartree
Order below: Hartree, local, ion-ion
molecule truncated: 13.891866  -26.138646  4.000000 hartree
molecule real space: 13.891866  -26.138646  4.000000 hartree
molecule all periodic: 11.355511  -21.058288  1.454934 hartree
molecule total truncated: -8.246780 hartree
molecule total truncated: -224.4063 eV
molecule potential at x=3 bohr, Fourier: -0.000004 hartree
molecule potential at x=3 bohr, direct: -0.000004 hartree
cubic constant xi: 2.837297 
molecule error, only Hartree cut: 2.535292 hartree
molecule error, only ion-ion periodic: -2.545066 hartree
molecule error, all periodic: -0.001063 hartree
molecule dipole formula: -0.001047 hartree
remainder powers of 1/L: 5.006  5.006  5.006 
molecule false bend, x=0 to 3 bohr: -0.014452 hartree
molecule false bend, formula: -0.014137 hartree
molecule errors in 8 bohr cube: -0.030242  0.028638  -0.002875 hartree
slab truncated: 1.791039  -1.616966  -8.340846 hartree
slab truncated, L=24 bohr: 1.791039  -1.616966  -8.340846 hartree
slab total truncated: -8.166773 hartree
slab total real space: -8.166773 hartree
slab total truncated: -222.2292 eV
slab error, only Hartree cut: -10.813624 hartree
same, L=24 bohr: -12.851077 hartree
slab error, only ion-ion periodic: 10.751228 hartree
slab error, all periodic: -0.034907 hartree
slab dipole formula: -0.034907 hartree
slab false bend, z=0 to 5 bohr: -1.134465 hartree
slab false bend, formula: -1.134464 hartree
finished without a failed check
```
